# Temperature of a Floating Probe Between Two Biased Contacts

## Problem

Two contacts, L and R, have the same temperature \(T\) and the chemical potentials

\[
\mu_L=\bar\mu+\tfrac12 eV,\qquad \mu_R=\bar\mu-\tfrac12 eV,\qquad e>0 .
\]

A third terminal, the probe p, has a Fermi distribution whose chemical potential \(\mu_p\) and temperature \(T_p\) are free. They settle where the probe carries neither a net charge current nor a net heat current. Electrons do not interact outside the terminals, and the probe loses no energy to the lattice. The transmissions from L and from R into the probe are equal and independent of energy over the range where the Fermi functions differ. The band edges lie far outside that range.

1. Estimate \(T_p\) by scaling, then find \(\mu_p\) and \(T_p\).
2. What changes if the couplings are unequal, or depend on energy?
3. Evaluate \(T_p\) for \(T=0.50\) K and \(V=0.50\) mV, and judge how well a small graphene island would serve as such a probe.

## Estimate by scaling

At \(T=0\) the contacts supply the probe with electrons from a distribution that is full below \(\mu_R\), half full between \(\mu_R\) and \(\mu_L\), and empty above. Its width is \(eV\). A Fermi function has slope \(-1/(4k_BT_p)\) at its centre, so its width is about \(4k_BT_p\). Equating the widths gives \(k_BT_p\approx eV/4\).

For warm contacts, the thermal energy of a degenerate electron system grows as the square of its temperature. It is therefore reasonable to add squares:

\[
T_{\rm est}^2=T^2+\frac{1}{16}\left(\frac{eV}{k_B}\right)^2 .
\]

With \(eV/k_B=5.802\) K this gives \(T_{\rm est}=\sqrt{0.250+2.104}\ \text{K}=1.53\) K. The power laws are plausible, but the factor 1/16 rests on a choice of what "width" means.

## Exact solution

**Currents.** Let \(\mathcal T_{p\beta}\) be the transmission from terminal \(\beta\) into p, summed over modes, with \(\mathcal T_{pp}\) the reflection back into p. If the probe lead has \(N_p\) modes, the net flow out of p at energy \(E\) is proportional to \(N_pf_p-\sum_\beta\mathcal T_{p\beta}f_\beta\), where \(\beta\) includes p. Unitarity of the scattering matrix gives \(\sum_\beta\mathcal T_{p\beta}=N_p\). Hence

\[
N_pf_p-\sum_\beta\mathcal T_{p\beta}f_\beta
=\sum_{\alpha=L,R}\mathcal T_{p\alpha}(f_p-f_\alpha).
\]

Direct transmission between L and R has dropped out. Nothing required \(\mathcal T_{pL}=\mathcal T_{Lp}\), so a magnetic field is allowed. With \(\mathcal T_{pL}=\mathcal T_{pR}\) constant, the two conditions are

\[
\sum_\alpha\int(f_\alpha-f_p)\,dE=0,\qquad
\sum_\alpha\int(E-\mu_p)(f_\alpha-f_p)\,dE=0 .
\]

Measuring heat from another reference energy would add a multiple of the particle current, which is zero.

**First integral.** Write each Fermi function as a step \(\theta(\mu-E)\) plus a thermal remainder. The remainder is odd about \(\mu\) and integrates to zero, so only the steps contribute:

\[
\int(f_\alpha-f_p)\,dE=\mu_\alpha-\mu_p\equiv\Delta_\alpha .
\]

**Second integral.** The steps contribute \(\int_{\mu_p}^{\mu_\alpha}(E-\mu_p)\,dE=\Delta_\alpha^2/2\), for either sign of \(\Delta_\alpha\). For the remainder of \(f_\alpha\), write \(E-\mu_p=(E-\mu_\alpha)+\Delta_\alpha\). The constant \(\Delta_\alpha\) multiplies an odd function and gives zero. The other part is even, so it is twice its upper half:

\[
2\int_0^\infty\frac{u\,du}{e^{u/k_BT}+1}
=2(k_BT)^2\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}
=\frac{\pi^2}{6}(k_BT)^2 .
\]

The sum is \(\pi^2/12\): it equals \(\sum 1/n^2=\pi^2/6\) minus twice the even terms, which is \(\pi^2/6-2\cdot\tfrac14\cdot\pi^2/6\). The probe function gives the same term with \(T_p\), so

\[
\int(E-\mu_p)(f_\alpha-f_p)\,dE
=\frac{\Delta_\alpha^2}{2}+\frac{\pi^2k_B^2}{6}(T^2-T_p^2).
\]

**Probe state.** Zero charge current requires \(\Delta_L+\Delta_R=0\), so \(\mu_p=\bar\mu\) and \(\Delta_{L,R}=\pm eV/2\). Zero heat current then requires

\[
\frac{(eV)^2}{4}=\frac{\pi^2k_B^2}{3}(T_p^2-T^2),
\]

and therefore

\[
\boxed{\,T_p^2=T^2+\frac{3}{4\pi^2}\left(\frac{eV}{k_B}\right)^2\,}
\]

There is one positive root. The left side of the balance is the energy carried by electrons that arrive away from \(\mu_p\); the right side is the heat a warmer probe returns to the contacts.

For \(eV\ll k_BT\), expanding the square root gives \(T_p-T\approx3(eV)^2/(8\pi^2k_B^2T)\). For \(eV\gg k_BT\), \(k_BT_p\to\sqrt3\,eV/(2\pi)\), whatever the contact temperature.

**Unequal constant couplings.** Let the shares be \(\lambda_L+\lambda_R=1\). Zero charge current gives \(\mu_p=\lambda_L\mu_L+\lambda_R\mu_R\), hence \(\Delta_L=\lambda_ReV\) and \(\Delta_R=-\lambda_LeV\). The weighted step terms are

\[
\tfrac12(\lambda_L\lambda_R^2+\lambda_R\lambda_L^2)(eV)^2=\tfrac12\lambda_L\lambda_R(eV)^2 ,
\]

and the heat condition becomes

\[
T_p^2=T^2+\frac{3\lambda_L\lambda_R}{\pi^2}\left(\frac{eV}{k_B}\right)^2 .
\]

At fixed \(T\) and \(V\), equal coupling gives the hottest probe. A scatterer without time-reversal symmetry, with probability 0.111 from L to p but 0.303 from p to L, and 0.303 from R to p, has \(\lambda_L=0.268\) at the probe. Solving its two zero-current conditions numerically gives 1.502 K, in agreement with this formula.

**Energy-dependent coupling.** Let both transmissions be proportional to \(1+a(E-\bar\mu)\), positive wherever the Fermi functions differ. In the state just found, \(g=2f_p-f_L-f_R\) is odd about \(\bar\mu\), and \(\int(E-\bar\mu)g\,dE=0\). The slope adds \(a\int(E-\bar\mu)g\,dE=0\) to the charge condition and \(a\int(E-\bar\mu)^2g\,dE=0\) to the heat condition, the latter by oddness. The same state still solves both. Constancy is thus sufficient but not necessary.

A quadratic term brings in \(\int(E-\bar\mu)^3g\,dE\), which has no reason to vanish. For the coupling \(1+0.01\,[(E-\bar\mu)/k_BT]^2\) at the example's bias, the solution drops to 1.48 K, 12% below the constant-coupling value.

## Numbers and comparison

For the stated case,

\[
T_p=\sqrt{0.250+2.558}\ \text{K}=1.676\ \text{K},\qquad k_BT_p=0.144\ \text{meV}.
\]

The cold-contact limit would be 1.599 K, so the bias supplies most of the result. With \(T=0.50\) K held fixed:

| \(V\) (mV) | estimate (K) | exact (K) | error of estimate |
|---|---|---|---|
| 0.10 | 0.578 | 0.594 | −2.6% |
| 0.25 | 0.881 | 0.943 | −6.6% |
| 0.50 | 1.534 | 1.676 | −8.4% |

Direct numerical solution of the zero-current conditions, with an open path between L and R, reproduces the exact column. Scaling found the correct form. Its coefficient, 0.0625 instead of \(3/4\pi^2=0.0760\), is too small because the width of the Fermi function was taken from its slope at the centre, whereas the heat condition matches energy content. At large bias the estimate of \(T_p\) tends to \((1/4)/(\sqrt3/2\pi)=0.907\) of the exact value.

## A graphene island as the probe

Take a doped graphene island, 2 µm by 2 µm, with two 200 nm openings. The Fermi energy is 0.10 eV and the mean transmission per mode is 0.5. These and the material parameters are rough typical values. Each opening carries on average 9.67 modes per spin and valley, so its conductance is \(G=(4e^2/h)(9.67)(0.5)=0.749\) mS.

**Phonon loss.** Consider longitudinal acoustic phonons of speed \(s\ll v\), where \(v\) is the Fermi velocity. The sheet is clean, with mass density \(\rho\) and an unscreened deformation potential \(D\). For phonon wave numbers \(q\ll k_F\), the squared matrix element is \(D^2\hbar q/(2\rho sA)\), with \(A\) the island area. Emission minus absorption contains

\[
[f(\varepsilon)-f(\varepsilon+\hbar sq)]\,[n_{T_p}(q)-n_T(q)],
\]

where \(n\) is the Bose function, the lattice is at \(T\), and the electrons have a Fermi distribution. The integral of the first bracket over \(\varepsilon\) is \(\hbar sq\). Energy conservation fixes the angle between electron and phonon at two values near \(\pm90^\circ\), which gives \(2/(\hbar vq)\). The sum over electron states is then

\[
\frac{A}{4\pi^2}\,\frac{k_F}{\hbar v}\,\frac{2}{\hbar vq}\,\hbar sq=\frac{Ak_Fs}{2\pi^2\hbar v^2}.
\]

Multiplying by \(4\,(2\pi/\hbar)\), for spin, valley and the golden rule, and by the matrix element gives the net emission rate \(2D^2k_Fq(n_{T_p}-n_T)/(\pi\rho\hbar v^2)\) per phonon mode. Weighting with \(\hbar sq\) and integrating over \(q\,dq/2\pi\), with \(\int_0^\infty q^3n_T\,dq=(\pi^4/15)(k_BT/\hbar s)^4\) and \(k_F=E_F/\hbar v\), yields

\[
\frac{P}{A}=\Sigma(T_p^4-T^4),\qquad
\Sigma=\frac{\pi^2D^2E_Fk_B^4}{15\rho\hbar^5v^3s^3}.
\]

With \(D=20\) eV, \(\rho=7.6\times10^{-7}\) kg m⁻², \(s=2.0\times10^4\) m/s and \(v=1.0\times10^6\) m/s, \(\Sigma=49.6\) mW m⁻² K⁻⁴. A golden-rule integration with the full kinematics gives 0.999 of this law at 0.5 K and about 0.99 of it at \(T_p\), so the loss quoted below is about 1% high.

The second integral above, multiplied by \(G/e^2\) and summed over the contacts, gives the island's heat balance:

\[
\frac{GV^2}{4}=\frac{\pi^2k_B^2G}{3e^2}(T_p^2-T^2)+\Sigma A(T_p^4-T^4).
\]

The heating is 46.8 pW, and the phonon loss at the ideal \(T_p\) is 1.55 pW. Solving the balance lowers \(T_p\) by 1.4%, to 1.65 K. In a doped sheet the carriers screen the deformation potential, which at the same \(D\) would make this loss smaller. The thermal phonon wave number times the assumed 1 µm mean free path is 11, consistent with the clean-sheet law; a much dirtier sheet would need another one.

**Thermalization.** This is the assumption the island breaks. An electron leaves after about \(e^2\nu A/(2G)=63\) ps, where \(\nu\) is the density of states per area. The bare scale for electron collisions, \(\hbar E_F/(k_BT_p)^2\), is about 3 ns. The logarithm that appears in two dimensions, and disorder, shorten the collision time to somewhere between a few tenths of a nanosecond and about one nanosecond, which is still several times the dwell time. With the spreading of current from the narrow openings included, a diffusive estimate for openings on opposite edges, rough because the mean free path is five times the opening width, puts the island's own resistance at about 0.14 of that of one opening, so the distribution varies only modestly from place to place. The distribution therefore stays nearer to \(\bar f=(f_L+f_R)/2\), which is not a Fermi function, than to a thermal one. The heat condition says that \(\bar f\) has the energy content of a Fermi function at \(T_p\), so \(T_p\) keeps that meaning. The phonon loss above was found for a Fermi distribution. For \(\bar f\), which lacks the long thermal tails, the same golden rule gives about 0.9 pW, so the value above overestimates the loss.

A thermometer that senses the local noise of the island's electrons reads \(T_n=k_B^{-1}\int\bar f(1-\bar f)\,dE\) instead. (Current noise measured through the openings is a different quantity: it also contains the noise of the contacts and of partition at the openings.) Expanding the product,

\[
\bar f(1-\bar f)=\tfrac14\big[f_L(1-f_L)+f_R(1-f_R)+f_L(1-f_R)+f_R(1-f_L)\big].
\]

Each of the first two terms integrates to \(k_BT\), because \(f(1-f)=-k_BT\,df/dE\). The last two differ by \(f_L-f_R\) and have the ratio \(e^{eV/k_BT}\), so their sum is \((f_L-f_R)\coth(eV/2k_BT)\). Therefore

\[
T_n=\frac14\left[2T+\frac{eV}{k_B}\coth\frac{eV}{2k_BT}\right]=1.70\ \text{K},
\]

which is 1.5% above \(T_p\).

**Other departures.** The average mode number of graphene is linear in energy, which for equal contacts leaves \(T_p\) unchanged. A tenth mode opening sharply in both contacts at the same energy, within \(10k_BT\) of \(\bar\mu\), changed it by at most 0.9% at the thresholds sampled; if it opens in one contact only, the change can reach about 1.3%. Contact shares of 0.55 and 0.45 give 1.668 K and shift \(\mu_p\) by 25 µeV. With a gate 30 nm away behind a dielectric of relative permittivity 3.5, the charging energy \(e^2/2C\), about 0.2 K in temperature units, is below \(T\) but not negligible beside it. The two contacts together conduct about \(39\,e^2/h\), which works against charging effects, but their size has not been calculated. Within this model, and with charging left aside, the island has the energy content of the ideal probe to within a few per cent, but it is not a thermalized probe.

## Computed values

```
INPUTS
contact temperature T = 0.50 K
bias V = 0.50 mV
Fermi energy = 0.10 eV
Fermi velocity = 1.0e+06 m/s
sound velocity = 2.0e+04 m/s
sheet mass density = 7.6e-07 kg/m^2
deformation potential = 20 eV
island side = 2.0 um
opening width = 200 nm
transmission per mode = 0.50
mean free path = 1.0 um
gate gap = 30 nm, permittivity = 3.5
IDEAL PROBE
eV/kB = 5.8023 K
eV/(kB T) = 11.605
3(eV)^2/(4 pi^2 kB^2) = 2.5583 K^2
T_p = 1.6758 K
kB T_p = 0.1444 meV
cold-contact limit of T_p = 1.5995 K
V = 0.10 mV: T_p solved 0.59358 K, formula 0.59358 K
V = 0.25 mV: T_p solved 0.94318 K, formula 0.94318 K
V = 0.50 mV: T_p solved 1.67581 K, formula 1.67581 K
COUPLING TESTS
one-way probabilities L to p, p to L = 0.1109, 0.3033
left share = 0.2677, T_p solved = 1.50200 K, formula = 1.50200 K
linear coupling 1+0.009x: T_p = 1.67581 K
quadratic coupling 1+0.01x^2: T_p = 1.4788 K
NEGLECTED EFFECTS IN THE ISLAND
modes per spin and valley = 9.67
conductance of one contact G = 0.7494 mS
G h/e^2 = 19.3
heating G V^2/4 = 46.84 pW
phonon constant Sigma = 49.60 mW/(m^2 K^4)
golden rule / low-T law at T = 0.99911
phonon loss at ideal T_p = 1.552 pW
T_p with phonon loss = 1.6518 K
change of T_p by phonons = -1.43 %
phonon wave number x mean free path = 11.0
largest change by a mode opening = 0.87 %
contact shares 0.55/0.45: T_p = 1.6682 K
same: mu_p - midpoint = 25.00 ueV
dwell time = 62.8 ps
rough electron collision time = 3156 ps
noise temperature without collisions = 1.7006 K
noise temperature / T_p - 1 = 1.48 %
gate capacitance = 4.13 fF
charging energy / kB = 0.225 K
```
